# Buckling of a Si(001) Dimer in a Two-Orbital Model

## Problem

On the clean Si(001) surface, neighbouring atoms pair into dimers. Each dimer atom keeps one dangling-bond orbital, and the two orbitals together hold two electrons. Model one dimer as follows.

- The coordinate \(u\) is half the height difference: one atom rises by \(u\) and the other sinks by \(u\).
- The raised atom's orbital has energy \(-gu\), the lowered atom's \(+gu\), with \(g>0\).
- The orbitals are orthogonal and coupled by a matrix element \(-t\), with \(t>0\) independent of \(u\).
- All other bonds contribute an elastic energy \(Ku^2/2\) for the whole dimer.
- The electrons are spin-paired in the ground state, and their repulsion is not treated explicitly.

(a) Find the total energy \(E(u)\).

(b) Show that buckling begins when \(2g^2>Kt\), and that no buckled minimum exists below this threshold.

(c) Find the height, energy gain, level splitting, charge transfer and stiffness of the buckled dimer.

(d) Evaluate them for \(t=0.40\) eV, \(g=17\) eV/nm, \(K=800\) eV/nm\(^2\) and a dimer length \(d=0.23\) nm.

(e) Find how the threshold changes with electron repulsion, with hopping between dimers, and with a hopping weakened by tilt. Estimate how fast the dimer flips.

## Solution

### (a) Total energy

With the raised atom listed first, the one-electron Hamiltonian is

\[
h=\begin{pmatrix}-gu&-t\\-t&gu\end{pmatrix}.
\]

Its trace is zero and its determinant is \(-g^2u^2-t^2\), so its eigenvalues are \(\pm R\), with

\[
R=\sqrt{t^2+g^2u^2}.
\]

Both electrons, with opposite spins, occupy the level \(-R\). Therefore

\[
E(u)=-2R+\tfrac12Ku^2 .
\]

With one electron on each atom, the two level shifts would cancel. Energy is gained because the electrons move towards the raised atom, whose orbital lies lower in energy. The coupling \(t\) opposes this by favouring equal sharing.

### (b) The threshold

For small \(u\), put \(x=g^2u^2/t^2\) and use \(\sqrt{1+x}=1+x/2-x^2/8+\dots\):

\[
E(u)=-2t+\left(\frac K2-\frac{g^2}{t}\right)u^2+\frac{g^4u^4}{4t^3}+\dots
\]

The curvature at the flat geometry is twice the coefficient of \(u^2\):

\[
E''(0)=K-\frac{2g^2}{t}.
\]

It is negative when \(2g^2>Kt\), and the flat dimer is then unstable.

This local result does not yet exclude a separate minimum at large \(u\). To settle that, write the energy as a function of \(s=u^2\ge0\):

\[
\frac{dE}{ds}=\frac K2-\frac{g^2}{R},\qquad
\frac{d^2E}{ds^2}=\frac{g^4}{2R^3}>0 .
\]

The slope increases steadily with \(s\). If it is non-negative at \(s=0\), where \(R=t\), it is positive for every \(s>0\), and the flat dimer is the sole minimum. This happens for \(2g^2\le Kt\), equality included. If the slope is negative at \(s=0\), it crosses zero once, because \(R\) grows without limit and the slope tends to \(K/2\). That one value of \(s\) gives two equivalent minima, \(u=\pm u_0\). Hence buckling begins when

\[
\boxed{2g^2>Kt}.
\]

The factor 2 comes from the two paired electrons. One electron alone would have \(E=-R+Ku^2/2\), with curvature \(K-g^2/t\) and threshold \(g^2>Kt\). Rescaling the coordinate does not change the criterion: with the full height difference \(2u\) as coordinate, \(g\) is halved and \(K\) is quartered, so both sides fall by the same factor of 4.

### (c) The buckled dimer

Define the threshold ratio

\[
L=\frac{2g^2}{Kt}.
\]

For \(L>1\), setting \(dE/ds=0\) gives \(R=2g^2/K=Lt\). Then \(g^2u_0^2=R^2-t^2=t^2(L^2-1)\), so

\[
u_0=\frac tg\sqrt{L^2-1}.
\]

The level splitting is \(2R=2Lt\), compared with \(2t\) when flat.

For the energy, use \(Kt^2/(2g^2)=t/L\). The elastic cost is

\[
\frac12Ku_0^2=\frac{Kt^2}{2g^2}(L^2-1)=t\left(L-\frac1L\right).
\]

The electronic energy falls from \(-2t\) to \(-2Lt\), a gain of \(2t(L-1)\). The net gain is

\[
\Delta E=2t(L-1)-t\left(L-\frac1L\right)
=t\left(L-2+\frac1L\right)=\frac{t(L-1)^2}{L}.
\]

For the charge, let \(n_r\) and \(n_l\) be the electron numbers on the raised and lowered atoms. The level shifts enter the electronic energy as \(-gu(n_r-n_l)\). By the Hellmann–Feynman theorem, the derivative of the electronic energy \(-2R\) with respect to \(gu\) is \(-(n_r-n_l)\). Thus

\[
n_r-n_l=\frac{2gu}{R},\qquad
(n_r-n_l)_{u_0}=2\sqrt{1-\frac1{L^2}}.
\]

The raised atom gains electrons.

For the stiffness, differentiate \(E'(u)=u(K-2g^2/R)\):

\[
E''(u)=K-\frac{2g^2}{R}+\frac{2g^4u^2}{R^3}.
\]

At \(u_0\) the first two terms cancel. In the third, \(2g^2/R=K\) and \(g^2u_0^2/R^2=1-1/L^2\), so

\[
K_b=E''(u_0)=K\left(1-\frac1{L^2}\right).
\]

Two limits show the behaviour. Just above threshold, with \(L=1+\epsilon\), the height is \(u_0\simeq(t/g)\sqrt{2\epsilon}\) and the gain is \(\Delta E\simeq t\epsilon^2\). Both start from zero, so the onset is continuous. For \(L\gg1\), \(u_0\to2g/K\) and \(n_r-n_l\to2\): a nearly filled orbital faces a nearly empty one.

### (d) Numbers

The two sides of the criterion are

\[
2g^2=2(17)^2=578,\qquad Kt=800(0.40)=320\quad\text{eV}^2/\text{nm}^2,
\]

so \(L=578/320=1.806\). The flat dimer is unstable, with curvature \(800-1445=-645\) eV/nm\(^2\). In the buckled state:

- The half height is \(u_0=(0.40/17)\sqrt{1.806^2-1}=0.0354\) nm, and the height difference is 0.071 nm.
- The tilt angle is \(\arcsin(0.0708/0.23)=17.9^\circ\).
- The electronic gain is \(2(0.40)(0.806)=0.645\) eV and the elastic cost is \(0.40(1.806-0.554)=0.501\) eV. The net gain is 0.144 eV per dimer.
- The level splitting grows from 0.80 to 1.445 eV.
- The raised and lowered orbitals hold 1.83 and 0.17 electrons.
- The stiffness is \(K_b=555\) eV/nm\(^2\).

The net gain is a small difference of larger terms, so a change of any one of \(t\), \(g\) or \(K\) alters it by a larger percentage than either term: raising \(g\) by 5% raises the net gain by 37%, the electronic gain by 23% and the elastic cost by 19%. The charge transfer is a population of model orbitals; it is not the ionic charge of a silicon atom.

### (e) What the basic model leaves out

**Electron repulsion.** Let \(U\) be the on-site repulsion minus the inter-site repulsion, and measure energy from the state with one electron on each atom. At \(u=0\), the two doubly occupied (ionic) configurations form an even and an odd combination. The odd one has energy \(U\). The even one couples to the covalent singlet: each ionic configuration has matrix element \(-\sqrt2t\) with that singlet, and their normalized sum has \(-2t\). The even block is

\[
\begin{pmatrix}U&-2t\\-2t&0\end{pmatrix},\qquad
E_0=\frac U2-r,\qquad r=\sqrt{\frac{U^2}{4}+4t^2}.
\]

The ionic weight in its ground state is

\[
w=\frac{dE_0}{dU}=\frac12-\frac{U}{4r}=\frac{r-U/2}{2r}.
\]

Buckling shifts the ionic configurations by \(\mp2gu\), which couples the even ionic state to the odd one with strength \(2gu\). The energy denominator is \(U-E_0=r+U/2\). Second-order perturbation theory gives

\[
\delta E=-\frac{4g^2u^2w}{r+U/2}
=-\frac{2g^2u^2(r-U/2)}{r(r+U/2)} .
\]

Multiply numerator and denominator by \(r-U/2\), and use \((r+U/2)(r-U/2)=4t^2\):

\[
\delta E=-\frac{g^2u^2}{t}F,\qquad
F=\frac{(r-U/2)^2}{2rt}.
\]

The flat dimer is therefore locally unstable when

\[
2g^2F>Kt .
\]

At \(U=0\), \(r=2t\) and \(F=1\), which restores the earlier result. For \(U\gg t\), \(r-U/2\simeq4t^2/U\) and \(F\simeq16t^3/U^3\): repulsion suppresses the charge transfer that drives buckling.

With \(t\), \(g\) and \(K\) held fixed, \(U=0.2\) eV gives \(F=0.773\), and the energy gain falls from 0.144 to 0.074 eV. The flat curvature becomes stable at \(U=0.448\) eV. Here the onset is weakly discontinuous, unlike in (b): the \(u^4\) term is negative, and at \(U=0.450\) eV a buckled minimum near \(u=0.016\) nm still lies 0.0002 eV below the flat dimer. It has disappeared by \(U=0.455\) eV. The condition above is thus a local one, close to but not identical with the change of the global minimum. At \(U=0.6\) eV, a scan of half heights up to 0.08 nm finds the flat dimer lowest. Repulsion can thus reverse the conclusion. The values of \(U\) used here are illustrative and are not derived for silicon. An unscreened two-electron, two-orbital CASSCF calculation on a Si\(_2\)H\(_4\) fragment in the dimer geometry gives \(U\) near 6 eV and \(U/t\) of about 5 to 8, far above this range; the screened value on the surface is not fixed by the model, so the model does not decide on which side of the threshold a real dimer lies. A restricted mean-field treatment gives the factor \(t/(t+U/2)\) instead of \(F\): 0.80 against 0.77 at \(U=0.2\) eV, but 0.57 against 0.45 at \(U=0.6\) eV, so it understates the suppression at both values, slightly for \(U\) below \(t\) and strongly once \(U\) exceeds \(t\). The parameters of the basic model must be understood as effective ones that contain at most its average effect; adding \(U\) to parameters fitted to a mean-field calculation may count part of it twice.

**Hopping along a dimer row.** Let equal sides of neighbouring dimers be coupled by \(-t_r\), with \(0<t_r<t/2\). For phase \(k\) per dimer, the flat bands are \(\mp t-2t_r\cos k\), and they do not overlap. If all dimers tilt the same way, the bands become \(\mp R-2t_r\cos k\). The cosine averages to zero over the filled band, so \(E(u)\) per dimer is unchanged.

If the tilt alternates, the level shift couples the bonding state at \(k\) to the antibonding state at \(k+\pi\), with matrix element of magnitude \(gu\). Their energy difference is \(2t+4t_r\cos k\). Including both spins,

\[
\delta E=-2g^2u^2\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,
\frac1{2t+4t_r\cos k}.
\]

With \(y=\tan(k/2)\), \(a=2t\) and \(b=4t_r\), the integral is

\[
\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dy}{(a+b)+(a-b)y^2}
=\frac1{\sqrt{a^2-b^2}} .
\]

The curvature per dimer is \(K-2g^2/(t\sqrt{1-4t_r^2/t^2})\), so alternating buckling begins when

\[
2g^2>Kt\sqrt{1-\frac{4t_r^2}{t^2}} .
\]

For an illustrative \(t_r=0.10\) eV the right side is reduced by 13%. In a periodic row of 24 dimers, the alternating pattern is lower than the uniform one by 0.019 eV per dimer. This difference depends strongly on \(t_r\): it is 0.044 eV at 0.15 eV and 0.079 eV at 0.20 eV. For \(t_r>t/2\) the flat bands overlap, the formulas above no longer hold, and the gain from uniform tilt is reduced (0.090 eV at \(t_r=0.25\) eV). For alternating tilt the denominator \(2t+4t_r\cos k\) then passes through zero and the curvature diverges, so this model row has no threshold for alternating buckling; its gain is 0.21 eV at \(t_r=0.25\) eV. Band calculations for symmetric dimers on Si(001) give overlapping bands, so the non-overlapping case treated here need not be the regime of the real surface. Elastic coupling between dimers, which is omitted here, would add to this difference or reduce it.

**Hopping weakened by tilt.** As a crude estimate, replace \(t\) by \(t[1-(2u/d)^2]\). The term \(-2t\) in the energy then gains \(+8tu^2/d^2\), so in the threshold condition

\[
K\to K+\frac{16t}{d^2}=800+\frac{16(0.40)}{(0.23)^2}=921\ \text{eV/nm}^2 .
\]

The ratio \(L\) falls from 1.81 to 1.57, still above threshold. This \(L\) governs only the threshold; the formulas of (c) do not apply with it. Direct minimization gives \(u_0=0.033\) nm and a gain of 0.105 eV.

**Flipping.** Let both atoms move only vertically, with speed \(|\dot u|\), and keep all other atoms fixed. The kinetic energy is then \(M\dot u^2\) and the mass belonging to \(u\) is \(2M\). (At fixed dimer length the atoms move on an arc instead; the frequency below drops to 4.7 THz and the rates fall by about 5%.) The small-oscillation frequency in a buckled well is

\[
\nu=\frac1{2\pi}\sqrt{\frac{K_b}{2M}}=4.9\ \text{THz},\qquad h\nu=0.020\ \text{eV}.
\]

The zero-point energy is 0.010 eV, well below the 0.144 eV barrier at the flat geometry. The tunnel splitting of the lowest level is estimated semiclassically at about \(10^{-13}\) eV, negligible beside these energies.

In a harmonic well, the classical rate of crossing the barrier in one direction is \(\nu e^{-\Delta E/k_BT}\). At 300 K this is

\[
4.9\times10^{12}\,e^{-0.144/0.02585}\simeq1.9\times10^{10}\ \text{s}^{-1}.
\]

Integrating over the actual well shape gives \(1.8\times10^{10}\) s\(^{-1}\). At 80 K the classical rate is about \(4\times10^3\) s\(^{-1}\). That value is only indicative, since \(k_BT=0.007\) eV is then below the vibrational quantum; zero-point motion and tunnelling roughly double it, against a correction of about 5% at 300 K. It is still fast compared with the recording of an image. Both rates assume an isolated dimer and no immediate recrossing.

### Reading the result for real surfaces and slab calculations

Dimers on clean Si(001) are buckled, with a tilt of roughly 18° and a height difference of roughly 0.07 nm. The parameters were chosen to lie in this regime, so the agreement is not a prediction. At room temperature, scanning tunnelling microscopy shows many dimers as symmetric, as expected if buckled dimers flip much faster than the image is recorded. At low temperature the tilt alternates along the rows. The row hopping above favours the same pattern, but the model does not show it to be the cause: with \(t_r=0.10\) eV a break in the alternation costs only 0.019 eV, about one break per four dimers at 200 K, and the elastic and inter-row couplings of the real surface are omitted. Real dimers are coupled to their neighbours, so the isolated-dimer flipping rate should not be used for an ordered row. On processed wafers the surface is often covered by hydrogen or oxide. If hydrogen saturates both dangling bonds, the two-orbital term is absent and this mechanism no longer softens the flat dimer.

In a slab calculation, the force along \(u\) vanishes at \(u=0\) by symmetry even when the flat dimer is a maximum. A relaxation started there can remain flat, so the starting geometry should be tilted. Testing the alternating pattern also requires a cell with at least two dimers along the row.

## Values computed for the example and the checks

```
Hopping t: 0.40 eV
Level shift coefficient g: 17.0 eV/nm
Elastic constant K: 800 eV/nm^2
Rough dimer length d: 0.23 nm
2 g^2: 578.0 eV^2/nm^2
K t: 320.0 eV^2/nm^2
Threshold ratio L: 1.8062 (no unit)
Critical K for these t and g: 1445.0 eV/nm^2
Flat-dimer curvature: -645.0 eV/nm^2
Buckled half height u0: 0.03539 nm
Buckled height difference: 0.07078 nm
Tilt angle: 17.92 degrees
Level shift g u0: 0.6017 eV
Energy gain per dimer: 0.1440 eV
Flat level splitting: 0.8000 eV
Buckled level splitting: 1.4450 eV
Electrons on raised atom: 1.8328 (number)
Electrons on lowered atom: 0.1672 (number)
Electron-number difference: 1.6655 (number)
Buckled-well curvature: 554.8 eV/nm^2
Repulsion that stabilizes flat curvature: 0.4484 eV
At U = 0.2 eV, threshold factor F: 0.7733 (no unit)
At U = 0.2 eV, gain: 0.0739 eV; half height: 0.0324 nm
At U = 0.6 eV, threshold factor F: 0.4497 (no unit)
At U = 0.6 eV, gain: 0.0000 eV; half height: 0.0000 nm
Row hopping t_r: 0.10 eV
Alternating threshold factor: 0.8660 (no unit)
Alternating minus uniform gain: 0.0193 eV per dimer
K with tilt-dependent hopping: 921.0 eV/nm^2
L with tilt-dependent hopping: 1.5690 (no unit)
Silicon atomic mass M: 28.085 atomic mass units
Vibration frequency: 4.913 THz
Vibrational quantum: 0.02032 eV
Zero-point energy: 0.01009 eV
Tunnelling action divided by hbar: 24.35 (no unit)
Estimated tunnel splitting: 1.7e-13 eV
Thermal energy at 80 K: 0.00689 eV
One-way flipping rate at 80 K: 4.17e+03 1/s
Thermal energy at 300 K: 0.02585 eV
One-way flipping rate at 300 K: 1.83e+10 1/s
```
